\section*{Zero-phonon fraction of a colour centre and its first correction}

\section{Definitions and conventions}

A colour centre has an electronic ground state $g$ and an excited state $e$. Atomic units are used in the algebra, so $\hbar=1$ and a phonon of frequency $\omega$ has energy $\omega$. Numerical energies are in eV and lengths in angstrom.

One vibrational coordinate $Q$ with effective mass $M$ is treated first. In the linear-coupling model the two nuclear potentials differ by a constant and a linear term:
\begin{equation}
V_g=\tfrac12M\omega^2Q^2,\qquad
V_e=E_v+\tfrac12M\omega^2Q^2-FQ .
\end{equation}
Here $E_v$ is the electronic energy difference at $Q=0$. Completing the square gives
\begin{equation}
V_e=E_v-\frac{F^2}{2M\omega^2}+\tfrac12M\omega^2(Q-D)^2,
\qquad D=\frac{F}{M\omega^2}.
\end{equation}
The excited-state minimum is shifted by $D$, and the frequency is unchanged. The Huang--Rhys factor is defined by
\begin{equation}
S=\tfrac12M\omega D^2 .
\end{equation}
The energy lowering in $V_e$ is therefore $F^2/(2M\omega^2)=\tfrac12M\omega^2D^2=S\omega$, called the relaxation energy. The zero-point energies of the two states are equal, so the zero-phonon energy is $E_0=E_v-S\omega$.

Let $|n\rangle$ be the vibrational levels of $V_g$ and $|0'\rangle$ the lowest level of $V_e$. At zero temperature emission starts from $|0'\rangle$. If it ends in $|n\rangle$, then $n$ phonons are left behind and the photon energy is $E_0-n\omega$. The transition dipole is taken as independent of $Q$ (the Condon approximation), so the vibrational part of the transition strength is
\begin{equation}
p_n=|\langle n|0'\rangle|^2 .
\end{equation}

Two fractions must be distinguished. The line-shape fraction is $W=p_0$, also called the Debye--Waller factor. The photon fraction $W_{\rm ph}$ counts emitted photons. The spontaneous rate carries the cube of the photon energy: two powers come from the density of photon modes and one from the squared field per photon. With the frequency dependence of the refractive index neglected,
\begin{equation}
W_{\rm ph}=\frac{p_0E_0^3}{\sum_n p_n(E_0-n\omega)^3}
=\frac{p_0}{\sum_n p_n(1-n\eta)^3},
\qquad \eta=\frac{\omega}{E_0}.
\label{eq:photon}
\end{equation}
The small parameter of the analysis is $\eta$, with $S$ held fixed. Neither fraction is a quantum efficiency, because non-radiative decay produces no photon and is not counted.

\section{The vibrational overlaps}

The ground-state wavefunction of $V_g$ is $\phi(Q)=(M\omega/\pi)^{1/4}e^{-M\omega Q^2/2}$, and that of $V_e$ is $\phi(Q-D)$. In their product the exponent contains
\begin{equation}
Q^2+(Q-D)^2=2\left(Q-\tfrac D2\right)^2+\tfrac12D^2 ,
\end{equation}
so that
\begin{align}
\langle0|0'\rangle
&=\sqrt{\frac{M\omega}{\pi}}\;e^{-M\omega D^2/4}
\int_{-\infty}^{\infty}e^{-M\omega(Q-D/2)^2}\,dQ
=e^{-M\omega D^2/4},\\
p_0&=e^{-M\omega D^2/2}=e^{-S}.
\end{align}
The integral equals $\sqrt{\pi/(M\omega)}$ and cancels the normalization.

The other weights follow from the lowering operator of $V_g$,
\begin{equation}
a=\sqrt{\frac{M\omega}{2}}\left(Q+\frac1{M\omega}\frac{d}{dQ}\right).
\end{equation}
Since $d\phi(Q-D)/dQ=-M\omega(Q-D)\phi(Q-D)$, the terms in $Q$ cancel and
\begin{equation}
a|0'\rangle=\sqrt{\frac{M\omega}{2}}\,D\,|0'\rangle=\sqrt S\,|0'\rangle .
\end{equation}
Write $c_n=\langle n|0'\rangle$ and project on $\langle n|$, using $\langle n|a=\sqrt{n+1}\,\langle n+1|$:
\begin{equation}
\sqrt{n+1}\,c_{n+1}=\sqrt S\,c_n
\quad\Rightarrow\quad
c_n=\frac{S^{n/2}}{\sqrt{n!}}\,c_0
\quad\Rightarrow\quad
p_n=e^{-S}\frac{S^n}{n!}.
\end{equation}
This is a Poisson distribution. Its sum is $e^{-S}e^{S}=1$, so $p_0$ is already a fraction of the whole line shape. Its mean is $\langle n\rangle=S$: on average $S$ phonons are emitted.

A real centre couples to many modes. For independent modes $k$ the vibrational wavefunctions are products, and so are the overlaps:
\begin{equation}
W=\prod_k e^{-S_k}=e^{-S},\qquad S=\sum_kS_k .
\end{equation}
At zero temperature the line-shape fraction depends on the total $S$ and not on how the coupling is shared among phonon energies.

\section{Leading order}

As $\eta\to0$ at fixed $S$, each factor $(1-n\eta)^3$ in \eqref{eq:photon} tends to one for the values of $n$ that carry weight. The two fractions then coincide:
\begin{equation}
W_{\rm ph}\to W=e^{-S}.
\end{equation}
For $S=1.5$,
\begin{equation}
W=e^{-1}e^{-0.5}=0.3679\times0.6065=0.2231 ,
\end{equation}
or about 22 percent. The remaining 78 percent is the phonon sideband.

The estimate is sensitive to $S$. From $dW/dS=-W$ one has $dW/W=-dS$, so an error of $0.1$ in $S$ changes $W$ by about 10 percent of itself. The direct values are 24.7 percent for $S=1.4$ and 20.2 percent for $S=1.6$.

For $S\ll1$ the result becomes $W\approx1-S$, and most of the emission is in the zero-phonon line. For $S\gg1$ that line is exponentially weak. The case $S=1.5$ lies between: since $p_1/p_0=S$, the one-phonon weight already exceeds the zero-phonon weight.

\section{First correction: the photon-energy cube}

The denominator of \eqref{eq:photon} needs the first three moments of $n$. For a Poisson distribution
\begin{equation}
\langle n(n-1)\cdots(n-j+1)\rangle
=e^{-S}\sum_{n\ge j}\frac{S^n}{(n-j)!}=S^j .
\end{equation}
With $n^2=n(n-1)+n$ and $n^3=n(n-1)(n-2)+3n(n-1)+n$ this gives
\begin{equation}
\langle n^2\rangle=S^2+S,\qquad
\langle n^3\rangle=S^3+3S^2+S .
\end{equation}
Expanding the cube and averaging,
\begin{equation}
\langle(1-n\eta)^3\rangle
=1-3S\eta+3(S^2+S)\eta^2-(S^3+3S^2+S)\eta^3 .
\label{eq:den}
\end{equation}
The average includes terms with $n\eta>1$, for which no photon can be emitted. In the example below these have $n\ge32$ and a total weight below $10^{-30}$.

The reciprocal follows from $1/(1-x)=1+x+x^2+\dots$ with $x=3S\eta-3(S^2+S)\eta^2+\dots$. The second-order coefficient is $9S^2-3(S^2+S)=6S^2-3S$, hence
\begin{equation}
W_{\rm ph}=e^{-S}\left[1+3S\eta+(6S^2-3S)\eta^2+O(\eta^3)\right].
\label{eq:series}
\end{equation}
The first correction is three times the relaxation energy divided by the zero-phonon energy, since $S\eta=S\omega/E_0$. It is positive because sideband photons have lower energy and are emitted more slowly for the same overlap. The expansion requires $3S\omega\ll E_0$; it is poor for strongly coupled centres that emit at low photon energy. The first-order term also needs $\eta\ll1$: for small $S$ the next term is smaller only by a factor of order $\eta$. At $S=0.05$ and $\eta=0.38$ the first-order term is $0.057$, while the full correction is $0.039$.

For many modes the mean energy left in phonons is $\sum_kS_k\omega_k$, so to first order
\begin{equation}
W_{\rm ph}\approx e^{-S}\left[1+\frac{3}{E_0}\sum_kS_k\omega_k\right].
\end{equation}
At this order only the total coupling and the mean phonon energy enter.

\section{Example: a telecom emitter in silicon}

Take $E_0=0.935$ eV (1326 nm), $\omega=0.030$ eV and $S=1.5$. The zero-phonon energy is close to that of the T centre in silicon; $\omega$ and $S$ are illustrative choices, not fitted to its spectrum. The relaxation energy is $1.5\times0.030=0.045$ eV, and the mean energy of the line shape is $0.935-0.045=0.890$ eV. If the effective mass is that of one silicon atom, $D=\sqrt{2S/(M\omega)}=0.122$ angstrom. This mass is a choice that turns $S$ into a length; it does not affect the fractions.

The line-shape weights for $n=0,1,2,3,4$ are 22.3, 33.5, 25.1, 12.6 and 4.7 percent. Solving both potentials numerically on a grid of $Q$ gives the same weights to the digits shown.

The first correction is
\begin{equation}
3S\eta=\frac{3\times0.045}{0.935}=0.144,
\qquad
W_{\rm ph}\approx0.2231\times1.144=0.255 .
\end{equation}
The second-order term has coefficient $6(1.5)^2-3(1.5)=9$ and adds $9\,(0.030/0.935)^2=0.009$ to the bracket, giving $0.257$. The full denominator \eqref{eq:den} gives 25.7 percent. Thus 22 percent is the share of the line shape, and about 26 percent is the share of the photons.

A single phonon energy is a simplification. Spreading the same $S$ over 45 modes up to 0.045 eV, with coupling proportional to phonon energy and the mean kept at 0.030 eV, leaves the photon fraction at 25.7 percent. This agrees with the first-order result, in which only the mean phonon energy enters. A much wider spread shows up at second order: two modes at 0.02 and 0.36 eV with the same total $S$ and the same mean give 25.3 percent.

\section{A second limit: low temperature}

At temperature $T$ the excited state starts from thermally occupied levels. A displaced level is $|n'\rangle=e^{-D\,d/dQ}|n\rangle$. From the definition of $a$, $-D\,d/dQ=\sqrt{S_k}\,(a^\dagger-a)$ for mode $k$. To first order in $S_k$, the probabilities of ending with one phonon more or one fewer are $S_k(n+1)$ and $S_kn$. The occupation is unchanged with probability $1-S_k(2n+1)$. The thermal mean of $n$ is $1/(e^{\omega_k/k_BT}-1)$, so that of $2n+1$ is $\coth(\omega_k/2k_BT)$. For a dense set of weakly coupled modes the product over $k$ becomes
\begin{equation}
W(T)=e^{-S(T)},\qquad
S(T)=\sum_kS_k\coth\frac{\omega_k}{2k_BT}.
\end{equation}

Replace the sum by the coupling density $2S\omega/\omega_c^2$ up to a cutoff $\omega_c$. This is a chosen shape, not a computed silicon phonon spectrum. Using $\coth(x/2)=1+2/(e^x-1)$ and, for $k_BT\ll\omega_c$, extending the upper limit to infinity,
\begin{equation}
S(T)\approx S+\frac{4S(k_BT)^2}{\omega_c^2}\int_0^\infty\frac{x\,dx}{e^x-1}
=S\left[1+\frac{2\pi^2}{3}\left(\frac{k_BT}{\omega_c}\right)^2\right].
\end{equation}
The integral is $\sum_{m\ge1}\int_0^\infty xe^{-mx}dx=\sum_m m^{-2}=\pi^2/6$. In the opposite limit $\coth(x/2)\approx2/x$ and $S(T)\approx4Sk_BT/\omega_c$, which grows linearly with $T$.

With $\omega_c=0.045$ eV, the full integral gives a line-shape fraction of 22.3 percent at 4.2 K, 18.0 percent at 77 K and 2.4 percent at 300 K. In this model the zero-temperature estimate therefore serves at liquid-helium temperature but not at room temperature. The law $e^{-S(T)}$ needs every $S_k(2n+1)$ to be small and does not apply to one strongly coupled mode such as a local vibration. For the single mode of the example ($S=1.5$, $\omega=0.030$ eV) at 300 K it gives 5.7 percent, while the thermal average of $|\langle n|n'\rangle|^2$ is 17.9 percent. These values describe only how the line shape is divided. They do not show that a real centre still emits at the higher temperatures, where thermal ionization or non-radiative decay may quench the light.

\section{Unequal frequencies and real devices}

Let the excited-state frequency be $r\omega$, with $D$ and the ground-state frequency $\omega$ held fixed. The Gaussian exponent now contains
\begin{equation}
Q^2+r(Q-D)^2=(1+r)\left(Q-\frac{rD}{1+r}\right)^2+\frac{rD^2}{1+r}.
\end{equation}
The normalizations and the integral give $r^{1/4}\sqrt{2/(1+r)}$, and squaring the overlap yields
\begin{equation}
W=\frac{2\sqrt r}{1+r}\,\exp\left(-\frac{2Sr}{1+r}\right).
\end{equation}
For $r=0.9$ this is 24.1 percent, against 22.3 percent for $r=1$. At fixed $D$, a 10 percent softening thus has the same effect as lowering $S$ by about $0.08$. If the force $F$ is fixed instead, the minimum moves to $D/r^2$, so $S$ in this formula is replaced by $S/r^4$. The fraction then falls to about 11 percent. The effect of a frequency change therefore depends on whether the displacement or the force is known.

The model gives a line-shape fraction of 22 percent and a photon fraction of about 26 percent. A measured share obtained by counting photons should be compared with the second, within the Condon approximation for the dipole. That approximation matters at the level of the correction itself. A dipole that varies linearly in $Q$ and changes by $+10$ or $-10$ percent over the distance $D$ gives 23.6 or 28.3 percent. If the momentum matrix element is taken as constant instead of the dipole, the cube becomes the first power and the share is 23.4 percent. Neither value is a prediction for the T centre, because $S$ was chosen and not computed for that centre. The cubic factor in the emission rate assumes an unstructured optical environment, and a device that places the emitter in a cavity breaks this assumption. If a cavity multiplies the zero-phonon rate by $G$ and leaves the sideband rate unchanged, the photon fraction becomes
\begin{equation}
W_{\rm cav}=\frac{G\,W_{\rm ph}}{G\,W_{\rm ph}+1-W_{\rm ph}} .
\end{equation}
For $G=10$ and $W_{\rm ph}=0.257$ this is $2.57/(2.57+0.743)=0.78$. The 22 percent estimate reflects only the chosen vibrational coupling; the photon share of a device also depends on its optical design. The main computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Huang-Rhys factor S: 1.50 (no unit)
zero-phonon energy: 0.935 eV
zero-phonon wavelength: 1326 nm
effective phonon energy: 0.030 eV
effective mass: 28.086 atomic mass units
shift of minimum, formula: 0.1220 angstrom
shift of minimum, grid: 0.1220 angstrom
relaxation energy, formula: 0.0450 eV
relaxation energy, grid: 0.0450 eV
mean line-shape energy: 0.8900 eV
exp(-1): 0.3679 (no unit)
exp(-0.5): 0.6065 (no unit)
zero-phonon fraction exp(-S): 22.31 percent
zero-phonon fraction, grid: 22.31 percent
phonon sideband fraction: 77.69 percent
weight of 1-phonon line: formula 33.47, grid 33.47 percent
weight of 2-phonon line: formula 25.10, grid 25.10 percent
weight of 3-phonon line: formula 12.55, grid 12.55 percent
weight of 4-phonon line: formula 4.71, grid 4.71 percent
fraction for S = 1.4: 24.66 percent
fraction for S = 1.6: 20.19 percent
photon fraction, one mode: 25.74 percent
model phonon cutoff: 0.045 eV
number of modes in spread model: 45
mean phonon energy in spread model: 0.0300 eV
line-shape fraction, many modes: 22.31 percent
photon fraction, many modes: 25.73 percent
at 4.2 K: thermal exponent 1.5006, line-shape fraction 22.30 percent
at 77.0 K: thermal exponent 1.7134, line-shape fraction 18.02 percent
at 300.0 K: thermal exponent 3.7287, line-shape fraction 2.40 percent
77 K check, 45 modes: explicit 18.06, law 18.03 percent
excited/ground frequency ratio: 0.90 (no unit)
fraction with unequal frequencies: 24.11 percent
\end{verbatim}
